# Hund's first rule and electron repulsion in carbon

**Q.** I take Hund's first rule to be settled by the Pauli principle. Parallel spins keep apart, so the high-spin term has less electron repulsion and lies lowest. Carbon's ³P lies below ¹D because its $\langle 1/r_{12}\rangle$ is smaller.

**A.** Part of that is a theorem, so I start there. Take Rydberg units and a fixed point nucleus, without relativity:
$$H=\sum_i\Big(-\nabla_i^2-\frac{2Z}{r_i}\Big)+\sum_{i<j}\frac{2}{r_{ij}}=T+V_{ne}+V_{ee}.$$
Use one configuration, $1s^22s^22p^2$, with radial function $P(r)$ for 2p (restricted Hartree–Fock). Let $\Delta$ mean high spin minus low spin. Give both terms the same orbitals first. Then $T$ and $V_{ne}$ agree. The closed shells are spherical and spinless, so their direct and exchange operators treat all 2p spin orbitals alike. Only the 2p–2p repulsion differs.

The determinant $|p_1\alpha\,p_1\beta|$ is the only one with $M_L=2$, so it is pure ¹D. The determinant $|p_1\alpha\,p_0\alpha|$ has $M_S=1$ and the largest $M_L$ possible there, so it is pure ³P. The multipole expansion of $2/r_{12}$ gives radial integrals
$$F^k=\iint P^2(r_1)\,\frac{2r_<^k}{r_>^{k+1}}\,P^2(r_2)\,dr_1dr_2>0$$
times angular factors $c^k(m,m')=\sqrt{4\pi/(2k+1)}\int Y^*_{1m}Y_{k,m-m'}Y_{1m'}\,d\Omega$. With $x=\cos\theta$,
$$c^2(1,1)=\tfrac38\!\int_{-1}^1\!(1-x^2)(3x^2-1)dx=-\tfrac15,\qquad c^2(0,0)=\tfrac34\!\int_{-1}^1\! x^2(3x^2-1)dx=\tfrac25,$$
$$|c^2(1,0)|=\tfrac{3\sqrt3}{4}\!\int_{-1}^1\! x^2(1-x^2)dx=\tfrac{\sqrt3}{5}.$$
A direct integral carries $c^k(m,m)c^k(m',m')$. An exchange integral, present for parallel spins only, carries $-|c^k(m,m')|^2$, and $c^0(1,0)=0$ by orthogonality. Hence
$$^1D:\ F^0+\tfrac1{25}F^2,\qquad ^3P:\ F^0-\tfrac2{25}F^2-\tfrac3{25}F^2=F^0-\tfrac15F^2 .$$
On any common orbitals $\phi$ the triplet is lower by $\delta[\phi]=\tfrac6{25}F^2[\phi]$.

**Q.** That is my argument.

**A.** It proves the order within this one-configuration model. Let $\phi_h$ and $\phi_l$ minimise $E_h$ and $E_l$. Since $\phi_l$ is a trial set for the triplet, $E_h[\phi_h]\le E_h[\phi_l]=E_l[\phi_l]-\delta[\phi_l]$. Since $\phi_h$ is a trial set for the singlet, $E_l[\phi_l]\le E_l[\phi_h]=E_h[\phi_h]+\delta[\phi_h]$. Together,
$$-\delta[\phi_h]\le\Delta E\le-\delta[\phi_l]<0 .$$
A radial Hartree–Fock calculation in an even-tempered Gaussian basis gives $F^2=0.48660$ Ry for ³P and $0.46813$ Ry for ¹D. The bounds are $-0.24\times0.48660=-0.11678$ and $-0.24\times0.46813=-0.11235$ Ry, and the computed $\Delta E=-0.11458$ Ry ($-1.56$ eV) lies between them. But the triplet on singlet orbitals is not the triplet state, and the argument says nothing about $V_{ee}$ after relaxation.

**Q.** The relaxation gains only 0.0022 Ry. How can it matter?

**A.** Only the total energy is stationary. Switch the term continuously, $E_t=E_l-t\,\delta$, and let $x$ be the orbital displacement from $\phi_l$. With Hessian $K$ of $E_l$ and $g=-\nabla\delta$, to leading order
$$E_t=E_l(0)-t\,\delta(0)+t\,g\cdot x+\tfrac12x\cdot Kx .$$
Setting the gradient to zero gives $x=-tK^{-1}g$, and substituting gives an energy gain $\tfrac12t^2g\cdot K^{-1}g$. The gain is quadratic in $t$, while $T$, $V_{ne}$ and $V_{ee}$ have nonzero gradients and move linearly. Between $t=1$ and $t=\tfrac12$ the ratios should be 4 and 2; the computed ones are 3.987 for the gain and 2.020 for $T$.

**Q.** Then what fixes the components?

**A.** Two identities. Replace $\psi(\mathbf r)$ by the normalised $\psi(\zeta\mathbf r)$. Then $T\to\zeta^2T$ and $V=V_{ne}+V_{ee}\to\zeta V$. Scaling keeps configuration and term, so an optimised term has $dE/d\zeta=2T+V=0$ at $\zeta=1$. Thus $E=T+V=-T$, $V=2E$, and $\Delta T=-\Delta E>0$. With common orbitals $\Delta T=0$, so that picture violates the virial theorem. Second, because $E$ is stationary in the orbitals, $dE/dZ=\langle\partial H/\partial Z\rangle=V_{ne}/Z$. Then $V_{ee}=V-V_{ne}$ gives
$$\Delta V_{ne}=Z\frac{d\Delta E}{dZ},\qquad \Delta V_{ee}=2\Delta E-Z\frac{d\Delta E}{dZ}=|\Delta E|\Big(\frac{d\ln|\Delta E|}{d\ln Z}-2\Big),$$
where the last form uses $\Delta E=-|\Delta E|$. The high-spin term has the greater repulsion exactly when the gap grows faster than $Z^2$ along the isoelectronic series. Both identities hold for exact eigenstates too. The virial identity, and with it the formula for $\Delta V_{ee}$, needs modification with pseudopotentials, confining walls, relativistic kinetic energy or molecules away from equilibrium, and a finite basis with fixed exponents satisfies it only approximately, since it is not closed under the scaling. In a molecule at equilibrium the formula for $\Delta V_{ee}$ still acquires a nuclear-repulsion term.

**Q.** What does carbon give?

**A.** Greater repulsion in the triplet. A finite difference of total energies gives $Z\,d\Delta E/dZ=-0.29183$ Ry, so the logarithmic slope is $0.29183/0.11458=2.547$ and
$$\Delta V_{ee}=-0.22916+0.29183=+0.0627\ \text{Ry}\ (0.85\ \text{eV}).$$
Direct expectation values agree: $25.51929-25.45661=0.06268$ Ry. The balance is $\Delta T+\Delta V_{ne}+\Delta V_{ee}=0.1146-0.2918+0.0627=-0.1146$ Ry to rounding, with nuclear attraction the only negative entry. The ¹S term continues the trend, with the highest energy ($-75.0992$ Ry) and the smallest repulsion (25.3339 Ry). The numerical check printed below asserts the bounds, the two ratios, both identities and these ³P–¹D signs.

**Q.** So the whole atom shrinks, and the repulsion rises with it.

**A.** Uniform shrinking is not enough. The triplet on singlet orbitals has $T=T_l$ and $V=-2T_l-\delta$. Minimising $\zeta^2T+\zeta V$ gives
$$\zeta=-\frac{V}{2T}=1+\frac{\delta}{2T_l}=1+\frac{0.11235}{2\times75.26266}=1+7.46\times10^{-4},$$
a contraction, after which
$$\Delta V_{ee}=\zeta(V_{ee,l}-\delta)-V_{ee,l}=-\delta+(\zeta-1)(V_{ee,l}-\delta)=-0.11235+0.01892=-0.09343\ \text{Ry}.$$
The sign has not changed. The full optimisation is far from uniform: $\langle r\rangle_{2p}$ falls from 1.7720 to 1.7145 bohr, about 3% of the singlet value, and $\langle1/r\rangle_{2p}$ rises from 0.7667 to 0.7835 bohr⁻¹. Two electrons then gain $-2\cdot2Z\,\Delta\langle1/r\rangle=-24\times0.0168\approx-0.40$ Ry, while the closed shells lose $+0.11$ Ry of attraction.

Your intuition survives within the open shell. There the repulsion is $1.07721-0.48660/5=0.97989$ Ry in ³P and $1.04596+0.46813/25=1.06469$ Ry in ¹D, lower by 0.0848 Ry in the triplet. The repulsion between 2p and the closed shells rises by 0.1780 Ry, and that among closed shells falls by 0.0305 Ry; the sum is $-0.0848+0.1780-0.0305=+0.0627$ Ry. My reading is that the less screened 2p moves into the closed-shell charge and pushes it outward. The signs fit, but all shells relax together and I have not isolated that chain, so it is a conjecture.

**Q.** Then the repulsion explanation is always wrong about the sign?

**A.** No. Put $r=(6/Z)\rho$ in the Hamiltonian of a six-electron ion. The kinetic term gains $(Z/6)^2$, $-2Z/r$ becomes $(Z/6)^2(-12/\rho)$, and $2/r_{12}$ becomes $(Z/6)^2(6/Z)(2/\rho_{12})$. So $E(Z)=(Z/6)^2\varepsilon(\lambda)$, where $\varepsilon$ is the energy of carbon with its repulsion $W=\sum2/\rho_{ij}$ multiplied by $\lambda=6/Z$. At $\lambda=0$ both terms are hydrogenic and degenerate, so $\Delta\varepsilon$ begins at order $\lambda$, and $\Delta E=a_1Z+a_0+a_{-1}/Z+\dots$. The identities give
$$\Delta V_{ne}=a_1Z-\frac{a_{-1}}{Z}+\dots,\qquad\Delta V_{ee}=a_1Z+2a_0+\frac{3a_{-1}}{Z}+\dots$$
Within the single configuration (mixing with $1s^22p^4$, also degenerate at $\lambda=0$, lies outside this model), first-order theory makes $a_1=-\tfrac6{25}F^2$ for the hydrogenic 2p at $Z=1$, $P^2=r^4e^{-r}/24$. The regions $r_1>r_2$ and $r_1<r_2$ contribute equally, and repeated integration by parts gives $\int_0^rP^2s^2ds=30\,[1-e^{-r}\sum_{j=0}^6r^j/j!]$. With $\int_0^\infty r^{j+1}e^{-2r}dr=(j+1)!/2^{j+2}$,
$$F^2=4\!\int_0^\infty\!\frac{re^{-r}}{24}\,30\,[\dots]\,dr=5\Big[1-\sum_{j=0}^6\frac{j+1}{2^{j+2}}\Big]=5\Big[1-\frac{247}{256}\Big]=\frac{45}{256},$$
so $a_1=-0.04219$ Ry. At large $Z$ the triplet does have less repulsion. Even there $\Delta V_{ne}\to a_1Z$ and $\Delta T\to-a_1Z$ are as large as the gap and cancel each other, as the extrapolated calculation confirms.

In Hartree–Fock, $\Delta V_{ee}$ is $+0.063$, $-0.005$, $-0.059$ and $-0.154$ Ry at $Z=6,7,8,10$, changing sign at $Z^*=6.9$. The two-term expansion misses this. With $a_0=0.1214$ Ry, extrapolated from the Hartree–Fock gaps at $Z=120$ and $240$, it vanishes at $-2a_0/a_1=5.755$ and gives $6a_1+2a_0\approx-0.01$ Ry for carbon, so the higher terms decide carbon's sign.

**Q.** If repulsion were switched off the terms would be degenerate. It must be the cause in some sense.

**A.** It is, in an averaged sense. Stationarity gives $d\varepsilon/d\lambda=\langle W\rangle_\lambda$, and $\Delta\varepsilon(0)=0$, so
$$\Delta E=\int_0^1\Delta\langle W\rangle_\lambda\,d\lambda .$$
The integrand is $-0.190$, $-0.122$, $-0.044$ and $+0.063$ Ry at $\lambda=0.25,0.5,0.75,1$. Since $\Delta V_{ee}=(Z/6)^2\lambda\,\Delta\langle W\rangle$, it crosses zero at $6/Z^*=0.87$. Quadrature returns $-0.11458$ Ry. The repulsion averaged over the switching path is lower for high spin; your statement puts the endpoint in place of the average.

**Q.** Does this carry over to a d shell?

**A.** For Ti²⁺, $[\mathrm{Ar}]3d^2$, it does. The open-shell repulsions are $F^0-\tfrac8{49}F^2-\tfrac1{49}F^4$ for ³F and $F^0-\tfrac3{49}F^2+\tfrac4{49}F^4$ for ¹D, coefficients tested by diagonalising the full $d^2$ repulsion matrix. Subtracting, $\delta=\tfrac5{49}(F^2+F^4)$. On ¹D orbitals this is $\tfrac5{49}(0.60570+0.37696)=0.1003$ Ry, on ³F orbitals 0.1026 Ry, and $\Delta E=-0.1014$ Ry ($-1.38$ eV) lies between. The slope is $0.5559/0.1014=5.48$, so $\Delta V_{ee}=0.1014\times3.48=+0.353$ Ry (4.8 eV), with $\Delta V_{ne}=-0.556$ Ry. Again $\langle r\rangle_{3d}$ shrinks, from 1.409 to 1.384 bohr, and the partition has carbon's signs: $-0.081$ open–open, $+0.626$ closed–open, $-0.191$ Ry closed–closed. The rule covers only the lowest term: ³P lies 0.122 Ry above ³F, higher than ¹D at 0.101 Ry.

**Q.** All this is mean field. Might correlation restore my sign?

**A.** I have no correlated calculation, and correlation matters: the carbon gap is measured at roughly 1.3 eV, so 1.56 eV is a fifth to a quarter too large relative to it. The exact identity still gives indirect evidence. Differentiating, $d(\Delta E/Z^2)/dZ=(Z\,d\Delta E/dZ-2\Delta E)/Z^3=-\Delta V_{ee}/Z^3$, so
$$\int_6^7\frac{\Delta V_{ee}}{Z^3}\,dZ=\frac{\Delta E(6)}{36}-\frac{\Delta E(7)}{49}.$$
With a rough 1.9 eV for N⁺, and relativistic shifts neglected, this is $-1.3/36+1.9/49=+0.003$ eV, and $+0.0003$ eV at the worst rounding of both inputs; Hartree–Fock gives $+0.0015$ eV. So $\Delta V_{ee}$ is positive somewhere between C and N⁺. It is positive at carbon itself if it decreases with $Z$ over that interval, as it does across the Hartree–Fock values above; for the exact states that decrease is an assumption.

## Values computed for the example and the checks

```
1 Ry = 13.605693 eV
C basis l=0: 26 exponents 0.03..1.01e+06 1/bohr^2
C basis l=1: 17 exponents 0.015..983 1/bohr^2
== C 1s2 2s2 2p2, Z=6, d = 3P - 1D
c_k 3P: {0: 1, 2: -1/5}  1D: {0: 1, 2: 1/25}
3P: E=-75.37724 T=75.37724 Vne=-176.27376 Vee=25.51929 Ry
3P: <r>=1.7145 bohr <1/r>=0.7835 1/bohr F0=1.07721 F2=0.48660 Ry
1D: E=-75.26266 T=75.26266 Vne=-175.98193 Vee=25.45661 Ry
1D: <r>=1.7720 bohr <1/r>=0.7667 1/bohr F0=1.04596 F2=0.46813 Ry
dE=-0.11458 Ry (-1.559 eV) dT=0.11458 Ry
dVne=-0.29183 Ry  dVee=0.06268 Ry (0.853 eV)
dVne core=0.11218 open=-0.40401 Ry
dVee core-core=-0.03049 core-open=0.17797 open-open=-0.08479 Ry
max deviation from PySCF-integral term energies=5.7e-13 Ry
frozen gap on 1D orbitals=0.11235, on 3P orbitals=0.11678 Ry
relaxation energy=0.00222 Ry; ratios t=1 over t=1/2: energy 3.987, T 2.020
uniform scaling: zeta-1=7.464e-04, dVee=-0.09343 Ry
finite diff: Z d(dE)/dZ=-0.29183 Ry, 2dE-Z d(dE)/dZ=0.06268 Ry
log slope dln|dE|/dlnZ=2.547
1S: E=-75.09922 Vne=-175.53237 Vee=25.33393 Ry <r>=1.8706 bohr
PySCF ROHF 3P: E=-75.37724 T=75.3772 Vne=-176.2738 Ry
== carbon-like ions, 3P - 1D
Z=6: dE=-0.11458 dT=0.11458 dVne=-0.29183 dVee=0.06268 Ry
Z=7: dE=-0.16120 dT=0.16120 dVne=-0.31712 dVee=-0.00527 Ry
Z=8: dE=-0.20583 dT=0.20583 dVne=-0.35298 dVee=-0.05868 Ry
Z=9: dE=-0.24963 dT=0.24963 dVne=-0.39179 dVee=-0.10747 Ry
Z=10: dE=-0.29297 dT=0.29297 dVne=-0.43184 dVee=-0.15410 Ry
dVee changes sign at Z*=6.909, lam*=6/Z*=0.8684
hydrogenic F2(2p,2p)/Z=0.175781 Ry, a1=-0.042187 Ry
Z->inf per Z: dE=-0.042190 dT=0.042189 dVne=-0.042185 dVee=-0.042194 Ry
a0=0.1214 Ry, constant in dVee=0.2428 Ry, s=-a0/a1=2.877, 2s=5.755
int_0^1 dW dlam=-0.11458 Ry, dE=-0.11458 Ry
dW at lam=0.25,0.5,0.75,1: -0.19037 -0.12209 -0.04401 0.06268 Ry
HF: int_6^7 dVee/Z^3 dZ=0.00146 eV, dE6/36-dE7/49=0.00146 eV
rough measured gaps (recalled inputs): C 1.3 eV, N+ 1.9 eV
rough dE6/36-dE7/49=0.0027 eV, worst rounding 0.0003 eV
Ti basis l=0: 26 exponents 0.08..2.68e+06 1/bohr^2
Ti basis l=1: 18 exponents 0.08..1.05e+04 1/bohr^2
Ti basis l=2: 14 exponents 0.04..328 1/bohr^2
== Ti2+ [Ar]3d2, Z=22, d = 3F - 1D
c_k 3F: {0: 1, 2: -8/49, 4: -1/49}  1D: {0: 1, 2: -3/49, 4: 4/49}
3F: E=-1695.46166 T=1695.46127 Vne=-3996.08828 Vee=605.16534 Ry
3F: <r>=1.3841 bohr <1/r>=0.9375 1/bohr F0=1.32900 F2=0.61905 F4=0.38596 Ry
1D: E=-1695.36025 T=1695.35986 Vne=-3995.53236 Vee=604.81225 Ry
1D: <r>=1.4091 bohr <1/r>=0.9263 1/bohr F0=1.30751 F2=0.60570 F4=0.37696 Ry
dE=-0.10141 Ry (-1.380 eV) dT=0.10141 Ry
dVne=-0.55591 Ry  dVee=0.35309 Ry (4.804 eV)
dVne core=0.43120 open=-0.98712 Ry
dVee core-core=-0.19145 core-open=0.62569 open-open=-0.08115 Ry
max deviation from PySCF-integral term energies=6.8e-13 Ry
frozen gap on 1D orbitals=0.10027, on 3F orbitals=0.10255 Ry
relaxation energy=0.00114 Ry; ratios t=1 over t=1/2: energy 3.997, T 2.011
uniform scaling: zeta-1=2.969e-05, dVee=-0.08232 Ry
finite diff: Z d(dE)/dZ=-0.55592 Ry, 2dE-Z d(dE)/dZ=0.35309 Ry
log slope dln|dE|/dlnZ=5.482
above 3F: 1D 0.10141, 3P 0.12243, 1G 0.15771 Ry
```
